**Level-scaled Laplacian in prewavelet and hierarchical hat bases**

The program compares two bases of the same multilinear finite-element space on the unit cube in d = 1, 2, 3 dimensions, with mesh 2^(−J) and energies scaled by 4^(−j) on level j. The condition number κ is the ratio of the largest to the smallest eigenvalue of the scaled stiffness matrix. The program asserts the wavelet orthogonality and Gram bounds, the decay of the coupling between levels, the level-norm equivalence, and the growth of the centre-value kernel with level. At every computed J it also asserts the derived eigenvalue bounds for both bases and the lower bounds on κ from spike functions. For hierarchical hats the output shows κ = 1 in 1D, 32 in 2D at J = 7, and 154 in 3D at J = 5. For prewavelets the values at the finest levels are 14, 30 and 70. The 3D wavelet value is still rising at J = 5, so its boundedness follows from the proof rather than from the table.

## Check in Python

```python
"""Diagonal scaling by 4^(-j) for the Dirichlet Laplacian on the unit cube.

Result under test: on the SAME multilinear finite-element space, with finest
mesh 2^(-J), the scaled stiffness matrix has a condition number kappa that is
bounded in J for spline prewavelets, while for hierarchical hats it is 1 in
d=1, grows like J^2 in d=2 and like 2^J in d=3.
Symbols: d dimension, j level (mesh h = 2^(-j)), J finest level,
a(u,v) = integral of grad u . grad v. All quantities are dimensionless.
"""
from functools import reduce
from itertools import product
import numpy as np
from scipy import sparse
from scipy.linalg import block_diag, eigh, eigvalsh_tridiagonal
from scipy.sparse.linalg import cg


def line_matrices(j):
    """Mass and stiffness matrices of the interior hats on the unit interval."""
    n, h = 2**j - 1, 2.0**-j
    neighbours = np.eye(n, k=1) + np.eye(n, k=-1)
    mass = h / 6 * (4 * np.eye(n) + neighbours)
    stiffness = (2 * np.eye(n) - neighbours) / h
    return mass, stiffness


def prolongation(j):
    """Nodal values on level j of the hats of level j-1."""
    n, coarse = 2**j - 1, 2**(j - 1) - 1
    matrix = np.zeros((n, coarse))
    k = np.arange(coarse)
    matrix[2 * k + 1, k] = 1.0
    matrix[2 * k, k] = 0.5
    matrix[2 * k + 2, k] = 0.5
    return matrix


def prewavelets(j):
    """Columns: the five-point mask, reflected oddly at both walls."""
    n = 2**j - 1
    matrix = np.zeros((n, 2**(j - 1)))
    for m in range(2**(j - 1)):
        for shift, value in zip(range(-2, 3), (1, -6, 10, -6, 1)):
            i = 2 * m + shift
            if i == -2:
                matrix[0, m] -= value
            elif i == n + 1:
                matrix[n - 1, m] -= value
            elif 0 <= i < n:
                matrix[i, m] += value
    return matrix


def tensor(factors):
    return reduce(sparse.kron, [sparse.csr_matrix(f) for f in factors]).tocsr()


def cube_mass(d, j):
    return tensor([line_matrices(j)[0]] * d)


def cube_stiffness(d, j):
    mass, stiffness = line_matrices(j)
    total = 0
    for axis in range(d):
        total = total + tensor([stiffness if i == axis else mass
                                for i in range(d)])
    return total.tocsr()


def detail_basis(kind, d, j):
    """L2-normalised functions added on level j, as nodal values on level j."""
    h = 2.0**-j
    if kind == "hat":
        unit = np.eye(2**j - 1) / np.sqrt(2 * h / 3)
        old, new = unit[:, 1::2], unit[:, 0::2]
    else:
        old = prolongation(j) / np.sqrt(4 * h / 3)
        new = prewavelets(j) / np.sqrt(72 * h)
    blocks = []
    for choice in product((0, 1), repeat=d):
        if sum(choice) == 0 or (j == 1 and sum(choice) < d):
            continue
        blocks.append(tensor([new if c else old for c in choice]))
    return sparse.hstack(blocks).tocsr()


def scaled_operator(kind, d, J):
    """Action of the stiffness matrix in the basis scaled by 2^(-j)."""
    details = [2.0**-j * detail_basis(kind, d, j) for j in range(1, J + 1)]
    lifts = [None] + [tensor([prolongation(j)] * d) for j in range(2, J + 1)]
    ends = np.cumsum([b.shape[1] for b in details])
    stiffness = cube_stiffness(d, J)

    def apply(c):
        parts = np.split(c, ends[:-1])
        u = details[0] @ parts[0]
        for i in range(1, J):
            u = lifts[i] @ u + details[i] @ parts[i]
        r = stiffness @ u
        out = []
        for i in reversed(range(J)):
            out.append(details[i].T @ r)
            if i:
                r = lifts[i].T @ r
        return np.concatenate(out[::-1])

    assert ends[-1] == (2**J - 1)**d
    return apply, int(ends[-1])


def lanczos_extremes(apply, size, steps=160):
    q = np.random.default_rng(1).standard_normal(size)
    q /= np.linalg.norm(q)
    previous, beta = np.zeros(size), 0.0
    alphas, betas = [], []
    for _ in range(steps):
        r = apply(q) - beta * previous
        alpha = q @ r
        r -= alpha * q
        beta = np.linalg.norm(r)
        alphas.append(alpha)
        betas.append(beta)
        previous, q = q, r / beta
    values = eigvalsh_tridiagonal(np.array(alphas), np.array(betas[:-1]))
    return values[0], values[-1]


def dense_matrix(apply, size):
    matrix = apply(np.eye(size))
    return (matrix + matrix.T) / 2


def extremes(kind, d, J):
    apply, size = scaled_operator(kind, d, J)
    if size > 1000:
        return lanczos_extremes(apply, size)
    values = np.linalg.eigvalsh(dense_matrix(apply, size))
    return values[0], values[-1]


def nodal_condition(d, J):
    mass, stiffness = line_matrices(J)
    m = np.linalg.eigvalsh(mass)[::-1]   # shared sine modes, opposite order
    k = np.linalg.eigvalsh(stiffness)
    total = 0
    for axis in range(d):
        total = total + reduce(np.multiply.outer,
                               [k if i == axis else m for i in range(d)])
    return total.max() / total.min()


# Line matrices against Gauss quadrature of the hat functions themselves.
h = 1 / 8
nodes = np.linspace(0, 1, 9)
left = nodes[:-1] + h / 2 - h / np.sqrt(12)
right = nodes[:-1] + h / 2 + h / np.sqrt(12)
hats_left = np.array([np.interp(left, nodes, e) for e in np.eye(9)[1:-1]])
hats_right = np.array([np.interp(right, nodes, e) for e in np.eye(9)[1:-1]])
slopes = (hats_right - hats_left) / (h / np.sqrt(3))
mass3, stiffness3 = line_matrices(3)
assert np.allclose(mass3, h / 2 * (hats_left @ hats_left.T
                                   + hats_right @ hats_right.T))
assert np.allclose(stiffness3, h * slopes @ slopes.T)

# Orthogonality between levels and stability inside a level.
mass7 = line_matrices(7)[0]
wave7 = prewavelets(7) / np.sqrt(72 * 2.0**-7)
assert np.abs(wave7.T @ mass7 @ prolongation(7)).max() < 1e-12
gram = np.linalg.eigvalsh(wave7.T @ mass7 @ wave7)
assert 16 / 27 - 1e-10 < gram[0] and gram[-1] < 4 / 3 + 1e-10
print(f"1D wavelet Gram eigenvalues, level 7: {gram[0]:.4f} to {gram[-1]:.4f}")
print(f"  derived range: {16/27:.4f} to {4/3:.4f}")

# Largest energy coupling of levels j and k, in units of 2^j|v_j| 2^k|v_k|.
coarse_level = 3
chol_coarse = np.linalg.cholesky(line_matrices(coarse_level)[0])
embedding = np.eye(2**coarse_level - 1)
couplings = []
for k in range(coarse_level, coarse_level + 5):
    if k > coarse_level:
        embedding = prolongation(k) @ embedding
    mass, stiffness = line_matrices(k)
    half = np.linalg.solve(chol_coarse, embedding.T @ stiffness)
    full = np.linalg.solve(np.linalg.cholesky(mass), half.T)
    value = np.linalg.norm(full, 2) / 2.0**(coarse_level + k)
    gap = k - coarse_level
    assert value <= 12 * 2**(-gap / 2)
    couplings.append(value)
    print(f"1D coupling, level gap {gap}: {value:.4f}"
          f" (bound {12 * 2**(-gap / 2):.4f})")
decay = couplings[-1] / couplings[-2]
assert abs(decay - 2**-0.5) < 0.01
print(f"last coupling ratio: {decay:.4f}; 2^(-1/2) = {2**-0.5:.4f}")

# Energy divided by the sum of 4^j |w_j|^2 over all wavelet expansions.
upper_factor = 12 * (3 + 2 * np.sqrt(2))    # times d
lower_factor = (np.pi / 12)**2
print(f"derived level-norm bounds: {lower_factor:.4f} and"
      f" {upper_factor:.2f}*d")
for d, J in ((1, 8), (2, 5), (3, 3)):
    apply, size = scaled_operator("wavelet", d, J)
    grams = []
    for j in range(1, J + 1):
        basis = detail_basis("wavelet", d, j)
        grams.append((basis.T @ cube_mass(d, j) @ basis).toarray())
    ratio = eigh(dense_matrix(apply, size), block_diag(*grams),
                 eigvals_only=True)
    assert lower_factor <= ratio[0] and ratio[-1] <= upper_factor * d
    print(f"energy/level norm, d={d} J={J}: {ratio[0]:.3f} to {ratio[-1]:.3f}")

# How strongly the level-k wavelet part can change the value at the centre.
for d in (1, 2, 3):
    strengths = []
    for k in (3, 4):
        basis = detail_basis("wavelet", d, k)
        centre = ((2**k - 1)**d - 1) // 2
        values = basis[centre].toarray().ravel()
        level_gram = (basis.T @ cube_mass(d, k) @ basis).tocsr()
        solution, info = cg(level_gram, values)
        assert info == 0
        strengths.append(np.sqrt(values @ solution) / 2**k)
    growth = strengths[1] / strengths[0]
    assert abs(growth / 2**((d - 2) / 2) - 1) < 0.02
    print(f"centre-value kernel growth per level, d={d}: {growth:.4f}"
          f" (derived {2**((d - 2) / 2):.4f})")


def spike_bound(d, J):
    """Energy, squared surpluses and lower bound on kappa from a spike."""
    x = np.arange(1, 2**J) / 2**J
    levels = range(1, J + 1) if d == 2 else [J]
    u = sum(reduce(np.multiply.outer,
                   [np.maximum(0, 1 - 2**k * abs(x - 0.5))] * d)
            for k in levels)
    energy = u.ravel() @ (cube_stiffness(d, J) @ u.ravel())
    squares, weighted, v = 0.0, 0.0, u
    for j in range(J, 0, -1):
        if j > 1:
            coarse = v[(slice(1, None, 2),) * d]
            guess = tensor([prolongation(j)] * d) @ coarse.ravel()
            surplus = v.ravel() - guess
        else:
            coarse, surplus = None, v.ravel()
        squares += surplus @ surplus
        weighted += 2.0**(j * (2 - d)) * (surplus @ surplus)
        v = coarse
    hat_energy = 2 * d * (2 / 3)**(d - 1)    # of one hat, without 2^(j(2-d))
    return energy, squares, hat_energy * weighted / energy


# The fast eigenvalue routine against full diagonalization.
for kind in ("hat", "wavelet"):
    apply, size = scaled_operator(kind, 2, 5)
    assert np.allclose(lanczos_extremes(apply, size), extremes(kind, 2, 5),
                       rtol=1e-3)

# Condition numbers, with every derived bound tested at every level.
kappa = {}
print("kappa: nodal | hierarchical hats | wavelets [min, max eigenvalue]")
for d, top in ((1, 8), (2, 7), (3, 5)):
    stable_low = 16 / 27 * 0.5**(d - 1)
    stable_high = 4 / 3 * 1.5**(d - 1)
    surplus_constant = (1 + 2**(d / 2)) * 3**(d / 2)
    for J in range(2, top + 1):
        low_w, high_w = extremes("wavelet", d, J)
        low_h, high_h = extremes("hat", d, J)
        kappa["wavelet", d, J] = high_w / low_w
        kappa["hat", d, J] = high_h / low_h
        assert low_w >= stable_low * lower_factor
        assert high_w <= stable_high * upper_factor * d
        levels = np.arange(J)
        kernel = np.triu(2.0**((levels[None, :] - levels[:, None])
                               * (d - 2) / 2))
        kernel_norm = np.linalg.norm(kernel, 2)
        assert low_h >= 1.5**d * lower_factor / (surplus_constant
                                                 * kernel_norm)**2
        assert high_h <= 1.5**d * upper_factor * d
        if d == 1:
            assert abs(kappa["hat", d, J] - 1) < 1e-8
        else:
            energy, squares, bound = spike_bound(d, J)
            if d == 2:
                formula = J**2 + 5 / 24 * (J - 1) * J * (2 * J - 1)
                assert np.isclose(squares, formula)
                assert energy <= 88 * J / 9
                closed = 3 / 11 * formula / J
                assert closed <= bound
            else:
                closed = 27 / 16 * 2**J - 19 / 8
                assert np.isclose(bound, closed)
            assert kappa["hat", d, J] >= bound * (1 - 1e-6)
        print(f"d={d} J={J}: {nodal_condition(d, J):.1f} |"
              f" {kappa['hat', d, J]:.2f} |"
              f" {kappa['wavelet', d, J]:.2f} [{low_w:.3f}, {high_w:.3f}]")
    if d > 1:
        print(f"spike d={d} J={top}: energy {energy:.4f},"
              f" squared surpluses {squares:.3f}")
        print(f"  kappa of hats at least {bound:.2f}"
              f" (closed form {closed:.2f})")
    proved = upper_factor * d / lower_factor * stable_high / stable_low
    print(f"proved wavelet bound for every J, d={d}: {proved:.0f}")


def growth_factor(kind, d, J):
    return kappa[kind, d, J] / kappa[kind, d, J - 1]


# Wavelet growth dies out; hat growth does not.
assert growth_factor("wavelet", 1, 8) < growth_factor("wavelet", 1, 4)
assert growth_factor("wavelet", 2, 7) < growth_factor("wavelet", 2, 4)
assert growth_factor("wavelet", 3, 5) < growth_factor("wavelet", 3, 4)
late_step = kappa["hat", 2, 7] - kappa["hat", 2, 6]
early_step = kappa["hat", 2, 4] - kappa["hat", 2, 3]
assert late_step > early_step
assert 1.7 < growth_factor("hat", 3, 5) < 2.5
print(f"hats d=2, increase of kappa: J=3 to 4 {early_step:.2f},"
      f" J=6 to 7 {late_step:.2f}")
for d, J in ((1, 8), (2, 7), (3, 5)):
    print(f"last growth factor d={d}: hats {growth_factor('hat', d, J):.3f},"
          f" wavelets {growth_factor('wavelet', d, J):.3f}")
print("all good")
```

Output:

```
1D wavelet Gram eigenvalues, level 7: 0.5926 to 1.3331
  derived range: 0.5926 to 1.3333
1D coupling, level gap 0: 10.7268 (bound 12.0000)
1D coupling, level gap 1: 5.5904 (bound 8.4853)
1D coupling, level gap 2: 4.2074 (bound 6.0000)
1D coupling, level gap 3: 2.9893 (bound 4.2426)
1D coupling, level gap 4: 2.1138 (bound 3.0000)
last coupling ratio: 0.7071; 2^(-1/2) = 0.7071
derived level-norm bounds: 0.0685 and 69.94*d
energy/level norm, d=1 J=8: 2.254 to 16.145
energy/level norm, d=2 J=5: 2.464 to 23.827
energy/level norm, d=3 J=3: 3.312 to 32.180
centre-value kernel growth per level, d=1: 0.7036 (derived 0.7071)
centre-value kernel growth per level, d=2: 0.9967 (derived 1.0000)
centre-value kernel growth per level, d=3: 1.4113 (derived 1.4142)
kappa: nodal | hierarchical hats | wavelets [min, max eigenvalue]
d=1 J=2: 5.8 | 1.00 | 5.56 [1.509, 8.380]
d=1 J=3: 25.3 | 1.00 | 9.41 [1.445, 13.593]
d=1 J=4: 103.1 | 1.00 | 10.75 [1.429, 15.361]
d=1 J=5: 414.3 | 1.00 | 11.12 [1.425, 15.839]
d=1 J=6: 1659.4 | 1.00 | 12.04 [1.424, 17.143]
d=1 J=7: 6639.5 | 1.00 | 12.95 [1.423, 18.430]
d=1 J=8: 26560.1 | 1.00 | 13.54 [1.423, 19.264]
proved wavelet bound for every J, d=1: 2296
d=2 J=2: 3.2 | 3.30 | 9.43 [1.805, 17.025]
d=2 J=3: 12.8 | 6.62 | 19.72 [1.732, 34.165]
d=2 J=4: 51.7 | 11.15 | 25.99 [1.554, 40.389]
d=2 J=5: 207.3 | 16.89 | 28.21 [1.492, 42.087]
d=2 J=6: 829.9 | 23.91 | 29.57 [1.438, 42.521]
d=2 J=7: 3319.9 | 32.21 | 30.40 [1.425, 43.319]
spike d=2 J=7: energy 53.7546, squared surpluses 162.750
  kappa of hats at least 8.07 (closed form 6.34)
proved wavelet bound for every J, d=2: 13776
d=3 J=2: 2.3 | 7.40 | 16.20 [1.634, 26.470]
d=3 J=3: 8.7 | 23.48 | 41.70 [1.551, 64.672]
d=3 J=4: 34.6 | 63.16 | 59.53 [1.339, 79.727]
d=3 J=5: 138.3 | 154.09 | 70.42 [1.192, 83.904]
spike d=3 J=5: energy 0.0833, squared surpluses 10.500
  kappa of hats at least 51.62 (closed form 51.62)
proved wavelet bound for every J, d=3: 61993
hats d=2, increase of kappa: J=3 to 4 4.52, J=6 to 7 8.29
last growth factor d=1: hats 1.000, wavelets 1.045
last growth factor d=2: hats 1.347, wavelets 1.028
last growth factor d=3: hats 2.440, wavelets 1.183
all good
```
